# The Weibull Slope in the Cell-Column Model of Oxide Breakdown: a numerical check

```python
# Cell-column percolation model of oxide breakdown.
# Result under test: Weibull slope beta = n * alpha, for many columns, where
#   n      = number of cells (defects) in a column spanning the film
#   alpha  = exponent of defect generation, lambda(t) = (t/tau)**alpha
#   lambda = probability that a cell is defective at time t
#   N      = number of columns; breakdown = first column with all cells defective
#   W      = ln(-ln(1-F)), F = failed fraction; local slope = dW/d(ln t)
import numpy as np
from scipy.optimize import brentq

# ---------- example parameters (round values) ----------
thickness_nm = 4.0
cell_nm = 1.0
alpha = 0.5
tau_s = 1.0e8
area_cm2 = 1.0e-4
product_area_cm2 = 0.1
F63 = 1.0 - np.exp(-1.0)
F_low = 1.0e-4
n = int(round(thickness_nm / cell_nm))
N = area_cm2 * 1.0e14 / cell_nm**2
N_product = product_area_cm2 * 1.0e14 / cell_nm**2
beta = n * alpha


def generated(t):
    return (t / tau_s)**alpha


def weibit(log_t, column_prob, columns):
    return np.log(-columns * np.log1p(-column_prob(np.exp(log_t))))


def slope_at(t, column_prob, columns, h=1.0e-3):
    x = np.log(t)
    return (weibit(x + h, column_prob, columns)
            - weibit(x - h, column_prob, columns)) / (2 * h)


def time_at(F, column_prob, columns):
    target = np.log(-np.log1p(-F))
    root = brentq(lambda x: weibit(x, column_prob, columns) - target,
                  np.log(tau_s) - 60.0, np.log(tau_s) - 0.01, xtol=1e-12)
    return np.exp(root)


# ---------- simulation: latest cell in a column, earliest column ----------
def fitted_slope(times):
    x = np.log(times)
    x = x - x.mean()

    def score(b):
        weight = np.exp(b * x)
        return np.sum(weight * x) / np.sum(weight) - 1.0 / b
    return brentq(score, 0.05, 20.0)


rng = np.random.default_rng(12345)
devices, sim_columns, batch = 4000, 1000, 200
relative_error = np.sqrt(6.0) / np.pi / np.sqrt(devices)
print("SIMULATION: %d devices of %d columns" % (devices, sim_columns))
print("rough relative standard error of fitted slope: %.1f %%"
      % (100 * relative_error))
for cells, exponent in [(2, 0.5), (3, 0.5), (4, 0.5), (3, 0.8)]:
    times = []
    for _ in range(devices // batch):
        u = 1.0 - rng.random((batch, sim_columns, cells))
        cell_times = u**(1.0 / exponent)
        times.append(cell_times.max(axis=2).min(axis=1))
    b_fit = fitted_slope(np.concatenate(times))
    # tolerance: about four standard errors of the fit
    assert abs(b_fit / (cells * exponent) - 1.0) < 0.05
    print("n=%d alpha=%.1f: fitted slope %.3f, n*alpha %.3f"
          % (cells, exponent, b_fit, cells * exponent))

# ---------- all 2**15 states of a ring of 5 columns, 3 layers ----------
width, layers = 5, 3
states = np.arange(2**(width * layers))
top, middle, bottom = states & 31, (states >> 5) & 31, (states >> 10) & 31
defects = sum((states >> k) & 1 for k in range(width * layers))


def reach(x):
    return (x | (x << 1) | (x >> 4) | (x >> 1) | (x << 4)) & 31


straight = (top & middle & bottom) != 0
tilted = (reach(reach(top) & middle) & bottom) != 0
count_s = np.bincount(defects[straight], minlength=16)
count_t = np.bincount(defects[tilted], minlength=16)
k = np.arange(16)
for lam in (0.1, 0.3, 0.7):
    enumerated = np.sum(count_s * lam**k * (1 - lam)**(15 - k))
    assert abs(enumerated - (1 - (1 - lam**layers)**width)) < 1e-12
assert count_t[:layers].sum() == 0
assert count_t[layers] == width * 3**(layers - 1)
# coefficient of lambda**4 in the tilted failure probability, sign reversed
overlap = 12 * count_t[3] - count_t[4]
overlap_bound = count_t[3] * 2 * layers / 2
assert 0 < overlap <= overlap_bound
print("ENUMERATION: 5 columns on a ring, 3 layers")
print("minimal paths: straight %d, tilted %d" % (count_s[3], count_t[3]))
print("tilted overlap coefficient %d, bound %d" % (overlap, overlap_bound))


# ---------- small-area correction ----------
def ideal(t):
    return generated(t)**n


t_small = time_at(F63, ideal, 50)
p_small = ideal(t_small)
s_small = slope_at(t_small, ideal, 50)
assert abs(s_small / beta - (1 + p_small / 2)) < p_small**2
print("50 columns only: p = %.4f, slope/(n*alpha) = %.4f"
      % (p_small, s_small / beta))

# ---------- worked example ----------
t63 = time_at(F63, ideal, N)
lam63 = generated(t63)
t_product = time_at(F_low, ideal, N_product)
assert abs(slope_at(t63, ideal, N) - beta) < 1e-6
assert abs(lam63 / N**(-1.0 / n) - 1) < 1e-6
assert abs(t63 / (tau_s * N**(-1 / beta)) - 1) < 1e-6
scaled = t63 * (N / N_product)**(1 / beta) * (-np.log1p(-F_low))**(1 / beta)
assert abs(t_product / scaled - 1) < 1e-6
print("EXAMPLE: thickness %.1f nm, cell %.1f nm, n = %d"
      % (thickness_nm, cell_nm, n))
print("alpha = %.2f, tau = %.1e s, area = %.1e cm2"
      % (alpha, tau_s, area_cm2))
print("columns N = %.2e" % N)
print("Weibull slope from full distribution = %.4f"
      % slope_at(t63, ideal, N))
print("defective cell fraction at 63.2 %% failures = %.3e" % lam63)
print("defect density there = %.2e cm^-3" % (lam63 * 1e21 / cell_nm**3))
print("defects per area there = %.2e cm^-2" % (lam63 * n * 1e14 / cell_nm**2))
print("defects in the whole capacitor there = %.2e" % (lam63 * n * N))
print("t63 = %.1f s = %.3f h" % (t63, t63 / 3600))
print("total gate area %.2f cm2: t63 = %.2f s"
      % (product_area_cm2, time_at(F63, ideal, N_product)))
print("same area, 0.01 %% failures: t = %.4f s" % t_product)

# ---------- thickness table, with saturation of cells ----------
print("THICKNESS: same area, alpha and tau; saturated = Poisson cells")
for cells in (2, 4, 6, 10):
    def pure(t):
        return generated(t)**cells

    def saturated(t):
        return (-np.expm1(-generated(t)))**cells
    tp, ts = time_at(F63, pure, N), time_at(F63, saturated, N)
    nu = generated(ts)
    s = slope_at(ts, saturated, N)
    assert abs(s - cells * alpha * nu / np.expm1(nu)) < 1e-4
    print("n=%2d: slope %.2f, lambda63 %.2e, t63 %.2e s, saturated slope %.3f"
          % (cells, slope_at(tp, pure, N), generated(tp), tp, s))

# ---------- neglected effects for the example ----------
initial = 1.0e-4      # assumed fraction of cells defective at time zero
thin = 1.0e-3         # assumed fraction of columns one cell short
spread = 0.2          # assumed standard deviation of ln(tau) between devices


def with_initial(t):
    return (initial + generated(t))**n


def with_thin(t):
    lam = generated(t)
    return -np.expm1((1 - thin) * np.log1p(-lam**n)
                     + thin * np.log1p(-lam**(n - 1)))


def with_bridge(t):
    lam = generated(t)
    return lam**n + n * lam**(n - 1) * (1 - lam)


print("NEGLECTED EFFECTS: local slope at 63.2 % and at 0.01 % failures")
print("assumed initial defective fraction %.1e (%.1e cm^-3)"
      % (initial, initial * 1e21 / cell_nm**3))
print("assumed thin-column fraction %.1e, spread of ln(tau) %.2f"
      % (thin, spread))
for name, prob in [("initial defects", with_initial),
                   ("thin columns", with_thin),
                   ("one gap bridged", with_bridge)]:
    found = []
    for F in (F63, F_low):
        t = time_at(F, prob, N)
        lam = generated(t)
        s = slope_at(t, prob, N)
        if prob is with_initial:
            expected = beta * (1 - initial / (initial + lam))
        elif prob is with_thin:
            expected = alpha * (n - thin / (thin + (1 - thin) * lam))
        else:
            expected = (n - 1) * alpha
        assert abs(s - expected) < 1e-3
        found += [s, t]
    print("%s: slopes %.3f and %.3f; times %.3g s and %.3g s"
          % (name, found[0], found[2], found[1], found[3]))
print("ideal model: times %.3g s and %.3g s"
      % (t63, time_at(F_low, ideal, N)))
print("thin columns, %.2f cm2, 0.01 %% failures: t = %.4f s"
      % (product_area_cm2, time_at(F_low, with_thin, N_product)))

# device-to-device spread: average the survival over ln(tau)
nodes, weights = np.polynomial.hermite.hermgauss(40)
weights = weights / np.sqrt(np.pi)


def mixed_weibit(log_t):
    t = np.exp(log_t - spread * np.sqrt(2) * nodes)
    failed = -np.sum(weights * np.expm1(N * np.log1p(-ideal(t))))
    return np.log(-np.log1p(-failed))


mixed = []
for F in (F63, F_low):
    x = np.log(time_at(F, ideal, N))
    mixed.append((mixed_weibit(x + 1e-3) - mixed_weibit(x - 1e-3)) / 2e-3)
assert mixed[0] < beta - 0.01 and abs(mixed[1] - beta) < 0.01
print("device spread: slopes %.3f and %.3f at the ideal-model times"
      % tuple(mixed))

# tilted paths: nine choices per step between layers
path_factor = 9**(n - 1)
lam_tilted = (N * path_factor)**(-1.0 / n)
print("tilted paths: path number times %d, t63 divided by %.1f"
      % (path_factor, path_factor**(1 / beta)))
print("tilted paths: lambda63 %.2e, slope lowered by at most about %.4f"
      % (lam_tilted, 4 * n * lam_tilted * alpha))

print("finished without a failed check")
```

It prints:

```
SIMULATION: 4000 devices of 1000 columns
rough relative standard error of fitted slope: 1.2 %
n=2 alpha=0.5: fitted slope 1.014, n*alpha 1.000
n=3 alpha=0.5: fitted slope 1.495, n*alpha 1.500
n=4 alpha=0.5: fitted slope 2.015, n*alpha 2.000
n=3 alpha=0.8: fitted slope 2.332, n*alpha 2.400
ENUMERATION: 5 columns on a ring, 3 layers
minimal paths: straight 5, tilted 45
tilted overlap coefficient 115, bound 135
50 columns only: p = 0.0198, slope/(n*alpha) = 1.0101
EXAMPLE: thickness 4.0 nm, cell 1.0 nm, n = 4
alpha = 0.50, tau = 1.0e+08 s, area = 1.0e-04 cm2
columns N = 1.00e+10
Weibull slope from full distribution = 2.0000
defective cell fraction at 63.2 % failures = 3.162e-03
defect density there = 3.16e+18 cm^-3
defects per area there = 1.26e+12 cm^-2
defects in the whole capacitor there = 1.26e+08
t63 = 1000.0 s = 0.278 h
total gate area 0.10 cm2: t63 = 31.62 s
same area, 0.01 % failures: t = 0.3162 s
THICKNESS: same area, alpha and tau; saturated = Poisson cells
n= 2: slope 1.00, lambda63 1.00e-05, t63 1.00e-02 s, saturated slope 1.000
n= 4: slope 2.00, lambda63 3.16e-03, t63 1.00e+03 s, saturated slope 1.997
n= 6: slope 3.00, lambda63 2.15e-02, t63 4.64e+04 s, saturated slope 2.967
n=10: slope 5.00, lambda63 1.00e-01, t63 1.00e+06 s, saturated slope 4.741
NEGLECTED EFFECTS: local slope at 63.2 % and at 0.01 % failures
assumed initial defective fraction 1.0e-04 (1.0e+17 cm^-3)
assumed thin-column fraction 1.0e-03, spread of ln(tau) 0.20
initial defects: slopes 1.937 and 1.368; times 938 s and 4.68 s
thin columns: slopes 1.873 and 1.584; times 864 s and 4.11 s
one gap bridged: slopes 1.500 and 1.500; times 8.55 s and 0.0184 s
ideal model: times 1e+03 s and 10 s
thin columns, 0.10 cm2, 0.01 % failures: t = 0.0458 s
device spread: slopes 1.854 and 2.000 at the ideal-model times
tilted paths: path number times 729, t63 divided by 27.0
tilted paths: lambda63 6.09e-04, slope lowered by at most about 0.0049
finished without a failed check
```
